# Dilute Defect Concentrations from Configurational Entropy: Sites, Orientations and Spin

## 1. Definitions and conventions

A crystal offers $N$ equivalent sites to one kind of point defect, and $n$ of them are occupied. On each site the defect can take $\theta$ orientations related by symmetry, and in each orientation it has $g$ spin states of equal energy. The number of internal states per occupied site is
$$w=\theta g .$$

The formation free energy $G$ is the change in free energy when one defect is made **on a given site, in a given orientation and in a given spin state**. It contains the energy of the relaxed defect, the change in lattice vibrations, and the cost of exchanging atoms and electrons with reservoirs. It contains no entropy from the choice of site, orientation or spin, because that entropy is counted separately below. A calculation that relaxes one defect in one orientation gives the energy of the relaxed defect; the vibrational part and the reservoir terms must be added to obtain $G$.

The following assumptions hold throughout.

- Defects do not interact, so $n$ of them cost $nG$.
- The reservoirs fix the temperature $T$, the chemical potentials of the atoms and the Fermi level $E_F$, which is measured from the valence-band edge.
- The perfect host has a single spin state. Otherwise $g$ would be a ratio of defect to host degeneracy.

Energies are in eV and concentrations in cm$^{-3}$. The site density is $N_{\text{site}}=N/V$, with $V$ the crystal volume. The result to be derived is
$$c=\frac nV=N_{\text{site}}\,\theta\,g\,e^{-G/kT}\qquad (n\ll N).$$

## 2. Counting the states

The $n$ occupied sites can be chosen in $\binom Nn$ ways. Each defect then has $w$ internal states, independently of the others, so
$$W(n)=\binom Nn w^n,\qquad S=k\ln W(n).$$

For five sites with $\theta=2$ and $g=2$, two defects can be placed in $\binom52\,4^2=10\times16=160$ ways. Listing every configuration of this small lattice gives the same number.

The dilute form of the entropy shows why defects exist in equilibrium at all. Write
$$\binom Nn=\frac{N(N-1)\cdots(N-n+1)}{n!}.$$
For $n\ll N$ each factor in the numerator is close to $N$. The logarithm of the numerator is then $n\ln N$, with an error of about $n^2/2N$, or $n/2N$ per defect. With $\ln n!\approx n\ln n-n$ for large $n$,
$$S\approx nk\left[\ln\frac{wN}{n}+1\right],\qquad \frac{dS}{dn}\approx k\ln\frac{wN}{n}.$$
The entropy gained per added defect grows without limit as $n/N\to0$. At any $T>0$ the first defects in a large crystal therefore lower the free energy, however large the finite cost $G$.

## 3. The equilibrium number

With the reservoirs fixed, equilibrium minimises
$$\Phi(n)=\Phi(0)+nG-kT\ln W(n).$$
Stirling's formula is not needed for this. Consider the effect of adding one defect. The ratio of binomial coefficients is
$$\frac{\binom N{n+1}}{\binom Nn}=\frac{n!\,(N-n)!}{(n+1)!\,(N-n-1)!}=\frac{N-n}{n+1},$$
and one more factor $w$ appears, so
$$\Phi(n+1)-\Phi(n)=G-kT\ln\frac{w(N-n)}{n+1}.$$
The fraction in the logarithm falls as $n$ grows, so the difference rises steadily. In a crystal large enough that $wNe^{-G/kT}>1$, it starts negative, and $\Phi$ has a single minimum where it passes through zero. In a smaller crystal the minimum is at $n=0$. For $n\gg1$ we may replace $n+1$ by $n$:
$$G=kT\ln\frac{w(N-n)}{n}\quad\Longrightarrow\quad \frac{n}{N-n}=w\,e^{-G/kT}\equiv y .$$
Solving $n=y(N-n)$ for $n$ gives
$$\frac nN=\frac{y}{1+y}.$$
When $y\ll1$ this becomes $n/N\approx y$. Multiplication by $N_{\text{site}}$ gives the dilute law of Section 1.

**Mean and fluctuation.** The probability of $n$ defects is proportional to $W(n)e^{-nG/kT}=\binom Nn y^n$. By the binomial theorem these weights add up to $(1+y)^N$. Since $y\,d/dy$ brings down a factor $n$,
$$\langle n\rangle=y\frac{d}{dy}\ln(1+y)^N=\frac{Ny}{1+y}.$$
The mean thus obeys the same law, even when $n$ is not large. A second application gives the variance,
$$\langle n^2\rangle-\langle n\rangle^2=y\frac{d\langle n\rangle}{dy}=\frac{Ny}{(1+y)^2}=Nx(1-x),\qquad x=\frac{y}{1+y},$$
and the relative fluctuation is $\sqrt{(1-x)/(Nx)}$, which vanishes for a large crystal.

**Size of the dilute error.** Take $N=20000$, $w=6$, $G=0.6$ eV and $T=1200$ K, where $kT=0.10341$ eV. Then $y=0.01812$. The free energy is lowest at $n=356$ and the thermal mean is $356.03$. The dilute formula gives $Ny=362.49$, which is too large by the factor $1+y$, or 1.8% of the mean. In so small a crystal the relative fluctuation, 5.25%, exceeds this error.

**Vacancies and the number of sites.** If the number of atoms $N_a$ is fixed and the removed atoms are placed at the surface, each vacancy adds a site. Then $W=\binom{N_a+n}{n}w^n$, and
$$\frac{W(n+1)}{W(n)}=\frac{w(N_a+n+1)}{n+1}.$$
The same argument gives $n/(N_a+n)=y$ for $y<1$ and large numbers. Compared with $y/(1+y)\approx y-y^2$, the difference is of second order in $y$. Short-range interactions between defects, neglected here, also enter at second order, with a coefficient that grows as $e^{E_b/kT}$ for a pair binding energy $E_b$. Coulomb forces between charged defects that screen one another enter earlier, at order $y^{3/2}$. Neither form should therefore be trusted beyond the dilute limit without including interactions.

## 4. Which sites and which orientations?

**Orientations.** Let the undistorted site have a symmetry group with $|\mathcal G|$ operations, and let $|\mathcal H|$ of them leave the distorted defect unchanged. Applying all operations to one distortion produces all its equivalent orientations. Two operations $R$ and $R'$ produce the same one precisely when $R^{-1}R'$ leaves the distortion unchanged. Each orientation is therefore produced $|\mathcal H|$ times, and
$$\theta=\frac{|\mathcal G|}{|\mathcal H|}.$$

A site in the diamond lattice has four neighbours and 24 operations. The values can also be found by direct counting:

- All neighbours move outward equally: $\theta=24/24=1$.
- The neighbours draw together in two equal pairs: $\theta=24/8=3$, the number of ways to split four objects into two pairs.
- The two pairs are unequally strong: $\theta=24/4=6$, since either pair can be the stronger one.
- One neighbour is displaced along its bond: $\theta=24/6=4$.

**When orientations count as separate wells.** In classical statistics the configuration integral splits into $\theta$ equal parts, one for each basin of the energy surface. The factor $\theta$ then follows from symmetry, but $G$ must describe one whole basin. A harmonic estimate of $G$ also needs a barrier well above $kT$. As an illustration, take an angle $\varphi$ with three wells,
$$V(\varphi)=\frac B2(1-\cos3\varphi)\approx\frac12\left(\frac{9B}{2}\right)\varphi^2 .$$
At 1200 K the full integral of $e^{-V/kT}$ exceeds three harmonic wells by 7.35% for $B=0.5$ eV and by 1.38% for $B=2.0$ eV, relative to the harmonic value. If quantum tunnelling splits the wells by an energy comparable with $kT$, the factor $\theta$ must be replaced by a sum over the split levels.

**Pairs on neighbouring atoms.** For a defect made of two identical parts on neighbouring atoms, such as a divacancy in silicon, the site is a bond. Each atom has four bonds and each bond belongs to two atoms, so there are $4/2=2$ bonds per atom. One may count two bonds per atom and assign no further factor for direction, or count atoms and use $4/2$. Multiplying the bond density by 4 would count the directions again and make the result four times too large. If the two parts differ and may be exchanged, as for an impurity next to a vacancy in silicon, each bond holds two arrangements and the count is 4 per atom. Both counts assume that the defect keeps the full symmetry of its bond site, 12 operations for identical parts and 6 for different ones. If two neighbours draw together (for identical parts, one such pair on each side), only 4 and 2 operations remain. This gives a further factor $\theta=3$, or 6 and 12 per atom.

Two pair defects cannot share an atom. Among the four bonds of one atom there are $\binom42=6$ pairs of bonds, so with $N_a$ atoms and $2N_a$ bonds the excluded fraction of two-defect placements is
$$\frac{6N_a}{\binom{2N_a}{2}}=\frac{6N_a}{N_a(2N_a-1)}=\frac{6}{2N_a-1}.$$
A periodic cell of 64 atoms has 128 bonds and 8128 placements, of which 384 overlap, a fraction of 0.047. For $n$ defects there are about $n^2/2$ pairs, each excluded with probability near $3/N_a$. To leading order $\ln W$ falls by $3n^2/2N_a$, or $3n/2N_a$ per defect, which vanishes in the dilute limit.

**Inequivalent sites.** Some crystals offer several classes $s$ of site. The hexagonal and quasi-cubic silicon sites of 4H-SiC are an example. The total number of states is a product over the classes, so each class can be minimised separately. When every class is dilute,
$$c=\sum_s N_{\text{site},s}\,w_s\,e^{-G_s/kT}.$$
Sites with different $G_s$ must not be merged into one multiplicity.

## 5. Spin states

A defect with total spin $S$ and no orbital degeneracy beyond that already counted in $\theta$ has $g=2S+1$ spin states, provided that their splittings are small compared with $kT$. For a triplet with two sublevels $10^{-5}$ eV above the third, the Boltzmann sum at 1200 K, measured from the lowest sublevel, is 2.9998, so $g=3$ is an excellent approximation.

If another spin multiplet lies within a few $kT$, the integer $g$ is replaced by a sum. Two spins one half coupled by $J\,\mathbf S_1\cdot\mathbf S_2$ have
$$\mathbf S_1\cdot\mathbf S_2=\tfrac12\left[S(S+1)-\tfrac34-\tfrac34\right],$$
which is $-3/4$ for the singlet and $+1/4$ for the triplet. The gap is $J$. With $J>0$ and $G$ referred to the singlet,
$$g_{\text{eff}}=1+3e^{-J/kT}.$$
This tends to 1 for $J\gg kT$ and to 4 for $J\ll kT$. For $J=0.10$ eV at 1200 K it is 2.14.

No extra factor of 2 is added for an electron exchanged with the reservoir. The entropy of the reservoir, including electron spin, is already contained in its chemical potential $E_F$.

## 6. Charge states and transition levels

A defect of charge $q$ (in units of the elementary charge) has given $q$ electrons to the reservoir, so
$$G_q=A_q+qE_F,$$
where $A_q$ is the formation free energy at $E_F=0$. The charge states compete for the same sites. With $n_e=N-\sum_q n_q$ empty sites,
$$W=\frac{N!}{n_e!\prod_q n_q!}\prod_q w_q^{n_q}.$$
Adding one defect of charge $q$ multiplies $W$ by $w_qn_e/(n_q+1)$. Setting the change in free energy to zero, as in Section 3, gives
$$n_q=n_e\,y_q,\qquad y_q=w_qe^{-G_q/kT}.$$
Since $N=n_e+\sum_q n_q=n_e(1+\sum_q y_q)$,
$$\frac{n_q}{N}=\frac{y_q}{1+\sum_{q'}y_{q'}} .$$
When all $y_q$ are small, each charge state obeys its own dilute law.

The transition level $\varepsilon(q/q')$ is the Fermi level at which the two formation free energies are equal:
$$A_q+q\varepsilon=A_{q'}+q'\varepsilon\quad\Longrightarrow\quad \varepsilon(q/q')=\frac{A_{q'}-A_q}{q-q'} .$$
Equal concentrations require $y_q=y_{q'}$ instead. Taking logarithms and multiplying by $kT$,
$$kT\ln w_q-A_q-qE_F=kT\ln w_{q'}-A_{q'}-q'E_F ,$$
and collecting the terms in $E_F$,
$$E_F^{=}=\varepsilon(q/q')+\frac{kT}{q-q'}\ln\frac{w_q}{w_{q'}} .$$
The state with more internal states gains range at the expense of the other. The shift vanishes as $T\to0$ or when $w_q=w_{q'}$.

## 7. Worked example at 1200 K

Consider a vacancy-like centre on the silicon lattice. The lattice parameter $a=0.54310$ nm and the eight atoms of the cubic cell give
$$N_{\text{site}}=\frac{8}{a^3}=4.994\times10^{22}\ \text{cm}^{-3}.$$
The energies are round model parameters, not predictions for the silicon vacancy: $A_0=2.50$ eV, $\varepsilon(+/0)=0.20$ eV, $\varepsilon(0/-)=0.50$ eV and $E_F=0.40$ eV. Only the charges $+$, $0$ and $-$ are kept. The definition of the levels gives
$$A_+=2.50-0.20=2.30\ \text{eV},\qquad A_-=2.50+0.50=3.00\ \text{eV},$$
and at the chosen Fermi level
$$G_+=2.30+0.40=2.70,\quad G_0=2.50,\quad G_-=3.00-0.40=2.60\ \text{eV}.$$

The positive and neutral states are assigned two equal pairs of neighbours, the negative state two unequal pairs. Each $G_q$ is taken to describe one whole basin. For a real centre whose reorientation barriers are not well above $kT=0.10$ eV, a harmonic estimate of $G_q$ would not do this. The spins are 1/2, 0 and 1/2. Hence
$$w_+=3\times2=6,\qquad w_0=3\times1=3,\qquad w_-=6\times2=12 .$$
The concentrations, in cm$^{-3}$, are
$$c_+=4.994\times10^{22}\times6\times4.576\times10^{-12}=1.4\times10^{12},$$
$$c_0=4.994\times10^{22}\times3\times3.166\times10^{-11}=4.7\times10^{12},$$
$$c_-=4.994\times10^{22}\times12\times1.204\times10^{-11}=7.2\times10^{12}.$$

The total is $1.3\times10^{13}$ cm$^{-3}$, or $1.3\times10^{19}$ m$^{-3}$. With every $w$ set to 1 it would be $2.4\times10^{12}$ cm$^{-3}$, smaller by a factor of about 5.5. Fewer than one site in $10^9$ is occupied, so the blocking of sites is negligible. This does not make attraction negligible. If two defects on neighbouring sites were bound by $E_b$, the two bonds per atom would hold $2y^2e^{E_b/kT}$ pairs per site and raise the number of defects by the fraction $4ye^{E_b/kT}$. With $y=2.7\times10^{-10}$ and $E_b=2$ eV this is 0.27. Such pairs must be counted as a separate species.

The negative state is the most abundant, although its formation free energy is 0.10 eV above that of the neutral state. The Boltzmann factor alone gives $c_-/c_0=0.38$; the degeneracy ratio $12/3=4$ raises this to 1.52. The points of equal concentration show the same effect:
$$E_F^{=}(+/0)=0.20+kT\ln\frac63=0.272\ \text{eV},$$
$$E_F^{=}(0/-)=0.50+kT\ln\frac3{12}=0.357\ \text{eV}.$$
The chosen $E_F=0.40$ eV lies below the transition level at 0.50 eV but above the point of equal concentration. The range in which the neutral state is the most abundant shrinks from 0.30 eV to 0.085 eV.

## 8. Reading and limits of the result

Because $w\,e^{-G/kT}=e^{-(G-kT\ln w)/kT}$, omitting $w$ has the same effect as raising $G$ by $kT\ln w$. For the negative state this is 0.26 eV. An error of 0.10 eV in $G$ itself changes the concentration by a factor $e^{0.10/0.10341}\approx2.6$, which is more than a spin factor of 2 but less than each of the values of $w$ in Section 7.

If $G=H-T\,\Delta S$ with constant $H$ and $\Delta S$, the dilute law becomes
$$c=N_{\text{site}}\,w\,e^{\Delta S/k}\,e^{-H/kT}.$$
With constant $w$, a plot of $\ln c$ against $1/kT$ has slope $-H$. Its intercept contains $w$ and $\Delta S$ together and cannot separate them.

The derivation also assumes that defects can form and disappear. After rapid cooling their total number $n_{\text{tot}}$ may be frozen while charge, spin and orientation still equilibrate. The constraint adds the same constant to the cost of every defect, which cancels in ratios, so
$$n_q=n_{\text{tot}}\frac{y_q}{\sum_{q'}y_{q'}},$$
with $y_q$ taken at the current temperature and Fermi level. If orientations freeze too, their populations must be specified separately.

Finally, $E_F$ was prescribed here. In a crystal it follows from charge neutrality among carriers, dopants and defects, and the concentrations must then be solved together with that condition. The values used in these notes, with further intermediate results, are in the numerical output that follows.

## Calculated quantities

```
temperature = 1200 K, kT = 0.10341 eV
small lattice: 5 sites, theta = 2, g = 2
  listed states for n = 0..5: [1, 20, 160, 640, 1280, 1024]
finite-concentration test: N = 20000, w = 6, G = 0.6 eV
  y = 0.01812, y/(1+y) = 0.01780
  n at free-energy minimum = 356, thermal mean n = 356.03
  dilute formula N*y = 362.49
  relative fluctuation of n = 0.0525
  vacancy site fraction at fixed atom number = 0.01813
tetrahedral site group: 24 operations
  breathing: remaining operations 24, theta = 1
  two equal pairs: remaining operations 8, theta = 3
  one displaced neighbour: remaining operations 6, theta = 4
  two unequal pairs: remaining operations 4, theta = 6
three wells, barrier 0.5 eV: full/harmonic integral = 1.0735
three wells, barrier 2.0 eV: full/harmonic integral = 1.0138
diamond cell: 64 atoms, 128 bonds
  two-pair placements = 8128, overlapping = 384
  overlapping fraction = 0.0472
singlet-triplet gap 0.10 eV: effective spin count = 2.1406
triplet split by 1e-05 eV: spin count = 2.99981
silicon lattice parameter = 0.54310 nm
atomic site density = 4.9940e+22 cm^-3
bond density for pair defects = 9.9879e+22 cm^-3
model levels: (+/0) = 0.20 eV, (0/-) = 0.50 eV
model Fermi level = 0.40 eV
charge +: theta = 3, g = 2, w = 6
  A = 2.30 eV, G at E_F = 2.70 eV
  exp(-G/kT) = 4.5761e-12
  concentration with w = 1: 2.285e+11 cm^-3
  concentration = 1.371e+12 cm^-3
  kT ln w = 0.1853 eV
charge 0: theta = 3, g = 1, w = 3
  A = 2.50 eV, G at E_F = 2.50 eV
  exp(-G/kT) = 3.1656e-11
  concentration with w = 1: 1.581e+12 cm^-3
  concentration = 4.743e+12 cm^-3
  kT ln w = 0.1136 eV
charge -: theta = 6, g = 2, w = 12
  A = 3.00 eV, G at E_F = 2.60 eV
  exp(-G/kT) = 1.2036e-11
  concentration with w = 1: 6.011e+11 cm^-3
  concentration = 7.213e+12 cm^-3
  kT ln w = 0.2570 eV
total concentration = 1.333e+13 cm^-3
total with all w = 1: 2.411e+12 cm^-3
ratio of concentrations -/0 = 1.521
ratio -/0 with all w = 1: 0.380
equal + and 0 concentrations at E_F = 0.2717 eV
equal 0 and - concentrations at E_F = 0.3566 eV
```
